Collinear splitting functions of QED from helicity vertices

**1. A nearly real parent**

An electron leaving a hard collision can turn into an electron and a photon flying in almost the same direction. Just before this splitting it is a virtual particle, but its invariant mass squared s is small when the opening angle is small, and the propagator 1/s enhances the rate at small angles. A photon can likewise turn into a narrow electron–positron pair. How is the parent's momentum shared between the daughters?

We work at tree level with massless electrons, in units ħ = c = 1, with metric (+,−,−,−) and e² = 4πα. The hard process has scale Q, and both daughters are real. Let z be the fraction of the parent's momentum taken by the electron, with 0 < z < 1, and k_T the daughters' transverse momentum relative to their parent. We seek the leading behaviour as k_T → 0 at fixed z.

**2. Kinematics**

Define p^± = E ± p_z, so that

p·q = ½(p⁺q⁻ + p⁻q⁺) − **p**_T·**q**_T. (1)

A real massless particle has p⁻ = p_T²/p⁺. Put the total momentum P = a + b along +z. The daughters are

a: a⁺ = zP⁺, **a**_T = **k**, a⁻ = k_T²/(zP⁺),
b: b⁺ = (1−z)P⁺, **b**_T = −**k**, b⁻ = k_T²/[(1−z)P⁺]. (2)

Here a is the electron, and b is the photon or the positron. Adding the minus components and using 1/z + 1/(1−z) = 1/[z(1−z)] gives

s = P² = P⁺P⁻ = k_T²/[z(1−z)]. (3)

Let P̃ be the lightlike vector along +z with the same plus component as P, and let n = (1,0,0,−1). Then n⁺ = 0, n⁻ = 2 and n·p = p⁺, so

P = P̃ + (s/2P⁺) n. (4)

The real momentum P̃ is the one that enters the process without splitting.

**3. Isolating the pole**

*Electron parent.* Write the amplitude without splitting as M_h = ū_h(P̃)H, where h is the electron helicity and H is the rest of the process. Up to an overall phase, emission from this electron gives

M′ = (e/s) ū(a) ε̸* P̸ H. (5)

By (4), P̸ = Σ_h u_h(P̃)ū_h(P̃) + (s/2P⁺)n̸. Hence

M′ = (e/s) Σ_h V_h M_h + (e/2P⁺) ū(a) ε̸* n̸ H,
V_h = ū(a) ε̸* u_h(P̃). (6)

In the second term s has cancelled the pole. Section 5 shows that V is proportional to k_T, so the first term grows as 1/k_T while the second stays finite. The change in H when P replaces P̃ is of relative order s/Q².

The photon may also come from another charge, of momentum r. That diagram has the denominator 2r·b, which is not small if b is neither soft nor collinear with r. We choose photon polarizations with n·ε = 0. Their components stay finite as k_T → 0, so this diagram is finite too.

*Photon parent.* The amplitude without splitting is M_λ = ε_λ*·H, with λ the photon helicity and H now a vector. The pair is created by the current J^μ = ū(a)γ^μ v(b), and the propagator joins J to H through −g^{μν}/s. The transverse part of −g^{μν} is the sum over two polarization vectors. The part of g^{μν} in the plane of n and P̃ is (n^μP̃^ν + P̃^μn^ν)/P⁺. Eliminating P̃ with (4),

−g^{μν} = Σ_λ ε_λ^μ ε_λ^{ν*} − (n^μP^ν + P^μn^ν)/P⁺ + s n^μn^ν/(P⁺)². (7)

Current conservation gives P·J = ū(a)(a̸ + b̸)v(b) = 0, and gauge invariance of the rest of the process gives P·H = 0. The middle term therefore drops out. In the last term s cancels the pole. What remains at leading order is

M′ = (e/s) Σ_λ W_λ M_λ, W_λ = ū(a) ε̸_λ v(b). (8)

Diagrams in which the pair does not come from this photon lack the pole 1/s.

**4. Spinors and polarization vectors**

For right-handed electrons only two spinor components are nonzero, and for any vector w

ū(a) w̸ u(p) = ξ†(a) (w⁰ − **w**·**σ**) ξ(p). (9)

The matrix w⁰ − **w**·**σ** has first row (w⁻, −w_x + iw_y) and second row (−w_x − iw_y, w⁺). The massless Dirac equation (p⁰ − **p**·**σ**)ξ = 0 is solved by

ξ(p) = ( √p⁺ , (p_x + ip_y)/√p⁺ ). (10)

The first row gives p⁻√p⁺ − p_T²/√p⁺ = 0, and the second gives −(p_x+ip_y)√p⁺ + √p⁺(p_x+ip_y) = 0. The norm is ξ†ξ = p⁺ + p⁻ = 2E, as required. The spinor v(b) of the positron created with a right-handed electron obeys the same equation and has the same form.

With κ = k_x + ik_y = k_T e^{iφ}, the spinors needed are

ξ(P̃) = √P⁺ (1, 0),
ξ(a) = ( √(zP⁺) , κ/√(zP⁺) ),
ξ(b) = ( √((1−z)P⁺) , −κ/√((1−z)P⁺) ). (11)

A photon of momentum q and helicity ±1 has

ε⁺ = 0, **ε**_T = (1, ±i)/√2, ε⁻ = 2 **q**_T·**ε**_T/q⁺. (12)

The first condition is n·ε = 0. The last follows from q·ε = ½q⁺ε⁻ − **q**_T·**ε**_T = 0.

**5. Electron to electron**

Since ξ(P̃) has only an upper component, the first column of the matrix in (9) is needed, with w = ε*:

V = √z P⁺ ε*⁻ − (κ*/√z)(ε*_x + iε*_y). (13)

The photon has **q**_T = −**k** and q⁺ = (1−z)P⁺.

For photon helicity +, **ε**_T* = (1, −i)/√2. Then ε*_x + iε*_y = √2, and (12) gives ε*⁻ = −√2 κ*/[(1−z)P⁺]. Therefore

V₊ = −√2 κ* [ √z/(1−z) + 1/√z ] = −√2 κ*/[√z (1−z)], (14)

because the bracket has numerator z + (1−z) = 1 over √z(1−z).

For photon helicity −, **ε**_T* = (1, i)/√2. Then ε*_x + iε*_y = 0 and ε*⁻ = −√2 κ/[(1−z)P⁺], so

V₋ = −√2 κ √z/(1−z). (15)

The factor k_T reflects angular momentum. An exactly forward splitting would change the spin along z from ½ to ½ ± 1. The phases κ* and κ supply the compensating orbital angular momentum ∓1, and such a wave vanishes in the forward direction.

Squaring, adding, and using k_T² = z(1−z)s,

|V₊|² + |V₋|² = 2k_T² (1+z²)/[z(1−z)²] = 2s (1+z²)/(1−z). (16)

Parity gives the same sum for a left-handed electron. The matrix ε̸* preserves chirality, so the two parent helicities lead to different daughter helicities and do not interfere. From (6),

Σ|M′|² → (2e²/s) P_ee(z) Σ|M|²,
P_ee(z) = (1+z²)/(1−z). (17)

For a right-handed parent the term 1/(1−z) belongs to photon helicity + and z²/(1−z) to helicity −. Their ratio z² tends to 1 as z → 1: a soft photon is emitted with either helicity equally.

The cross term between the pole and the finite remainder is of relative order k_T/Q. Its leading part carries the phase of κ or κ*, and averages to zero over φ.

*The part played by the gauge.* If the photon polarizations are summed with −g^{μν}, the diagram in which the parent emits does not give (17) by itself. For a real photon, (7) holds with P replaced by b, P⁺ by b⁺ = (1−z)P⁺, and s by zero. Write the emitter diagram as ε*·A. The −g^{μν} sum then differs from the physical one by −2Re[(n·A)(b·A)*]/b⁺. At leading order

n·A = (e/s) ū(a)n̸u(P̃) M = (e/s) 2√z P⁺ M,
b·A = (e/s) ū(a)(a̸ + b̸)P̸ H = e ū(a)H = e√z M. (18)

The second line uses ū(a)a̸ = 0, P̸P̸ = s and a ≈ zP̃. The difference is −(2e²/s)[2z/(1−z)]|M|². Thus the emitter diagram alone gives

(1+z²)/(1−z) − 2z/(1−z) = 1 − z, (19)

and the missing 2z/(1−z) comes from interference with emission by the other charges. The sum of all diagrams is the same in either gauge.

**6. Photon to electron**

The parent photon has **q**_T = 0, so both ε⁺ and ε⁻ vanish. Inserting (11) in (9), for a right-handed electron,

W = κ √[z/(1−z)] (ε_x − iε_y) − κ* √[(1−z)/z] (ε_x + iε_y). (20)

For helicity +, ε_x − iε_y = √2 and ε_x + iε_y = 0. For helicity − these values are exchanged. Hence

W₊ = √2 κ √[z/(1−z)], W₋ = −√2 κ* √[(1−z)/z]. (21)

With (3), the squares are

|W₊|² = 2s z², |W₋|² = 2s (1−z)². (22)

A right-handed electron therefore tends to take the larger share from a photon of helicity +, and the smaller share from one of helicity −. For a left-handed electron parity exchanges the two results. Adding both electron helicities at fixed photon helicity gives 2s[z² + (1−z)²].

The two photon helicities can produce the same final state, so they may interfere. From (21),

W₊W₋* = −2κ² = −2k_T² e^{2iφ}. (23)

Reflection of the y axis exchanges the photon helicities and sends κ to κ*, which shows that a left-handed electron gives the same product. For a photon linearly polarized along x, W = (W₊ + W₋)/√2. Summing |W|² over both electron helicities,

Σ|W|² = 2s [ z² + (1−z)² − 2z(1−z) cos 2φ ]. (24)

The pair plane thus prefers to be perpendicular to the polarization vector. The modulation vanishes after averaging over φ, and also for an unpolarized parent, whose helicities have no coherence. In either case

Σ|M′|² → (2e²/s) P_eγ(z) Σ|M|²,
P_eγ(z) = z² + (1−z)². (25)

This function is symmetric under z → 1−z, which exchanges electron and positron, and it has no soft singularity.

**7. From amplitudes to probabilities**

For a massless particle at fixed **p**_T, dp⁺ = (1 + p_z/E)dp_z = (p⁺/E)dp_z. Therefore d³p/(2E) = dp⁺d²p_T/(2p⁺). Let the pair now have a general transverse momentum **P**_T, and write

a⁺ = zP⁺, b⁺ = (1−z)P⁺,
**a**_T = z**P**_T + **k**, **b**_T = (1−z)**P**_T − **k**. (26)

Then da⁺db⁺ = P⁺dP⁺dz, and the transverse change of variables has unit Jacobian. The result is

d³a d³b/(4E_aE_b) = [dP⁺d²P_T/(2P⁺)] · dz d²k/[2z(1−z)]. (27)

The bracket is the phase space of the parent without splitting. One extra factor (2π)⁻³ remains, and the azimuthal integral turns d²k into π dk_T². The extra phase space is

dz dk_T²/[16π² z(1−z)]. (28)

Energy–momentum conservation contains P rather than P̃, which changes the recoil by relative order s/Q². Multiplying (28) by 2e²P(z)/s, where z(1−z)s = k_T², gives the number of splittings per parent:

dN = (2e²/16π²) P(z) dz dk_T²/k_T² = (α/2π) P(z) dz dk_T²/k_T², (29)

with P = P_ee or P_eγ.

Each decade of k_T contributes equally. The range is limited above by s ≪ Q² and by the need for small opening angles, and below by the electron mass m. With masses kept in (2), the pair has s = (k_T² + m²)/[z(1−z)], and for the electron parent the propagator denominator becomes

s − m² = [k_T² + (1−z)²m²]/[z(1−z)]. (30)

The logarithmic growth therefore stops when k_T falls to about m for the pair, or (1−z)m for the electron.

The integral of P_ee diverges at z → 1, but at fixed k_T equation (29) does not hold all the way to this end. By (3), s grows there as 1/(1−z), so s ≪ Q² requires 1−z ≫ k_T²/Q². In general a stronger condition applies. The photon's angle θ to the z axis obeys tan(θ/2) = k_T/[(1−z)P⁺], so the photon is collinear only for 1−z ≫ k_T/Q. Beyond that it flies at wide angle or backwards, and emission from the other charges is no longer negligible. An exception is a single other charge recoiling along n: its soft-emission factor r·ε/(r·b) vanishes when n·ε = 0, and (29) then extends down to 1−z ≫ k_T²/Q². Nor does the photon become soft, since its energy is at least k_T. Soft photons appear when k_T and 1−z go to zero together. If the lower limit on k_T is removed, ever softer photons are counted and their number grows without limit. The integral of (29) is then no longer a probability, and virtual corrections must be included.

**8. A numerical example**

Take Q = 100 GeV, z = 0.4 and k_T = 1 GeV. Equation (3) gives s = 1/(0.4 × 0.6) = 4.17 GeV², a pair mass of 2.04 GeV, and s/Q² = 4.2 × 10⁻⁴. The squared vertices for a right-handed electron are

|V₊|² = 2/(0.4 × 0.36) = 13.89 GeV²,
|V₋|² = 2 × 0.4/0.36 = 2.22 GeV²,
|W₊|² = 2 × 0.4/0.6 = 1.33 GeV²,
|W₋|² = 2 × 0.6/0.4 = 3.00 GeV².

Dividing each pair's sum by 2s gives P_ee = 16.11/8.33 = 1.933 and P_eγ = 4.33/8.33 = 0.520. For a linearly polarized photon, the bracket in (24) is 0.04 at φ = 0 and 1.00 at φ = 90°.

To see how the limit is reached, consider two complete processes. A virtual photon of mass Q decays to e⁻e⁺γ, with both emission diagrams included. A neutral scalar of mass Q, coupled to F_{μν}F^{μν}, decays to γe⁻e⁺ through a virtual photon. Numerical evaluation of their spin-summed Dirac traces gives the ratio (s/2e²)Σ|M′|²/Σ|M|², which should approach P(z):

k_T = 10 GeV: electron 1.9114, photon 0.4776
k_T = 1 GeV: electron 1.9331, photon 0.5196
k_T = 0.1 GeV: electron 1.9333, photon 0.5200

At 10 GeV the ratios lie below the limits by 1.1% and 8.2% of the limiting values. Between 1 and 0.1 GeV both deviations shrink by a factor of 100, so the error is proportional to s/Q². The cross term of relative order k_T/Q from Section 5 is absent here even without averaging: with all spins summed and a single particle recoiling along −z, these decays single out no azimuth, so the ratio cannot depend on φ. That term can survive at fixed φ when the process is not symmetric under φ → φ + π. It does for a virtual photon polarized at 45° to the z axis, but it cancels for one polarized along x.

The photon deviation can be found directly. With the real photon r recoiling along n, the scalar's amplitude for transverse polarizations is proportional to r·P = (Q² − s)/2. The n·H remainder vanishes because r² = 0 and ε_r·r = 0. The ratio is therefore (1 − s/Q²)²P_eγ. At k_T = 10 GeV, s/Q² = 0.0417 and this gives 0.478.

The gauge dependence is visible as well. At k_T = 0.1 GeV the emitter diagram alone gives 1.933 with n·ε = 0, but 0.600 with the −g^{μν} sum. The remaining 1.333 agrees with 2z/(1−z).

Finally, count splittings with 0.2 < z < 0.8 and 0.1 < k_T < 1 GeV. The lower limit is far above the electron mass, roughly 0.5 MeV. Writing P_ee = 2/(1−z) − 1 − z, the integrals over z are

∫P_ee dz = 2 ln 4 − 0.6 − 0.3 = 1.873,
∫P_eγ dz = [z − z² + 2z³/3] from 0.2 to 0.8 = 0.336. (31)

The transverse integral is ln 100 = 4.605. With the low-energy value of α, α/2π = 1.1614 × 10⁻³, and (29) gives

electron: N = 1.1614 × 10⁻³ × 4.605 × 1.873 = 1.002 × 10⁻²,
photon: N = 1.1614 × 10⁻³ × 4.605 × 0.336 = 1.797 × 10⁻³. (32)

Thus within this window about 1.0% of the electrons emit a photon and about 0.18% of the photons turn into an electron–positron pair. The second number refers to one of the two photons in the scalar decay. Gauss–Legendre integration of the full tree-level matrix elements over three-body phase space gives 1.001 × 10⁻² and 1.797 × 10⁻³. The unrounded collinear results exceed these by 0.01% and 0.03% of the full values. Those small differences measure the collinear approximation alone: the running of α and higher-order radiation are left out of both calculations.
